# Non-exponential passivation of interface dangling bonds by molecular hydrogen

## What goes wrong with a single rate

A silicon gate stack is annealed in hydrogen to close the dangling bonds where silicon meets its oxide. Suppose that every bond reacts with the same activation energy, 1.5 eV. With the parameters used below, 30 minutes at 673 K would then leave a fraction $1\times10^{-15}$ of the bonds open, or in effect none. If the activation energies instead have a standard deviation of 0.06 eV about the same mean, the same model leaves $1.7\times10^{-3}$ open. With 0.12 eV it leaves 4%. A single exponential gives a fair half-life and a useless residue.

## The simplest case: one activation energy

The reaction is

$$\mathrm{db}+\mathrm{H_2}\rightarrow \mathrm{dbH}+\mathrm{H},$$

where db is a dangling bond. Let $n$ be the areal density of open bonds and $c$ the density of H$_2$ dissolved in the oxide at the interface. The rate constant for activation energy $E$ is $k_0e^{-E/k_BT}$, so

$$\frac{dn}{dt}=-k_0c\,e^{-E/k_BT}\,n .$$

I take $T$ and $c$ as constant. The reaction is then first order in the open bonds, although it involves two reactants. I also assume that passivated bonds do not dissociate and that the freed H atom leaves without reacting. With every bond open at $t=0$ and a common energy $E_m$,

$$\frac{n}{N_0}=e^{-\tau},\qquad \tau=k_mt,\qquad k_m=k_0c\,e^{-E_m/k_BT}.$$

The dimensionless time $\tau$ is called the dose below.

Example. Forming gas with 76 Torr of H$_2$ at 673 K has a gas density of $1.09\times10^{18}$ cm$^{-3}$. If the oxide dissolves 3% of that density, $c=3.27\times10^{16}$ cm$^{-3}$. With $k_0=10^{-7}$ cm$^3$/s and $k_BT=0.0580$ eV,

$$k_m=(10^{-7})(3.27\times10^{16})\,e^{-1.5/0.0580}\ \mathrm{s^{-1}}\approx0.0191\ \mathrm{s^{-1}} .$$

After 1800 s the dose is $\tau=34.5$.

## Generalization: a Gaussian of energies

Disorder gives each bond its own $E$, which stays fixed during the anneal. Let $E$ be Gaussian over the bonds, with mean $E_m$ and standard deviation $\sigma$, and let $k_0$ be common to all. Each energy class decays exponentially, and the open fraction is the average over classes. Put $E=E_m+\sigma z$, with $z$ a standard normal variable, and $s=\sigma/k_BT$. The exponent of each class becomes

$$k_0ct\,e^{-(E_m+\sigma z)/k_BT}=\tau e^{-sz},$$

and therefore

$$\boxed{F(\tau,s)=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,e^{-z^2/2}\exp\!\left(-\tau e^{-sz}\right)}$$

The passivated fraction is $1-F$. The integral includes negative energies, which have no meaning here, but their weight is below $10^{-35}$ for both spreads in the example.

A direct simulation tests the average. I gave 400,000 bonds random Gaussian energies and random exponential waiting times. At 10, 60, 300 and 1800 s, the surviving fraction agreed with $F$ within five standard errors for both spreads.

With $E_m$, $k_0$, $c$ and $T$ held fixed, the open fractions are:

| $t$ (s) | $\sigma=0$ | 0.06 eV | 0.12 eV |
|---|---|---|---|
| 10 | 0.826 | 0.766 | 0.680 |
| 60 | 0.317 | 0.348 | 0.391 |
| 300 | 0.0032 | 0.062 | 0.168 |
| 1800 | $1\times10^{-15}$ | 0.0017 | 0.041 |

Spread speeds up the start and slows down the end.

## First limit: zero spread

At $s=0$ the inner exponential no longer depends on $z$, and $F=e^{-\tau}$. To see how this limit is approached, write $u=-sz$, $f(u)=\exp(-\tau e^u)$ and $x=\tau e^u$. Since $dx/du=x$,

$$f'=-xe^{-x},\qquad f''=(x^2-x)e^{-x}.$$

Taylor's theorem gives, for some $\xi$ between 0 and $u$,

$$f(u)=e^{-\tau}-\tau e^{-\tau}u+\tfrac12f''(\xi)u^2 .$$

On averaging, the linear term vanishes because $\langle u\rangle=0$, and $\langle u^2\rangle=s^2$. The extrema of $(x^2-x)e^{-x}$ satisfy $x^2-3x+1=0$. The larger magnitude, 0.309, occurs at $x=(3+\sqrt5)/2$. Half of it bounds the error:

$$|F-e^{-\tau}|\le0.1545\,s^2\quad\text{for every }\tau\ge0 .$$

First-order decay is thus recovered uniformly in time, as an absolute statement about the fraction.

Carrying the expansion further gives the leading correction. The cubic term averages to zero. The fourth derivative of $f$ is a polynomial in $x$ times $e^{-x}$, hence bounded, and $\langle u^4\rangle=3s^4$. So

$$F=e^{-\tau}\left[1+\frac{s^2}{2}(\tau^2-\tau)\right]+O(s^4).$$

The correction is negative for $\tau<1$ and positive for $\tau>1$; in the example $\tau=1$ falls at 52 s. The table shows the same order of signs, with the change between 10 and 60 s, although its spreads are too large for the expansion to fix the exact time.

The relative error behaves differently. For large $\tau$ it is small only if $s^2\tau^2\ll1$. At $\tau=34.5$ this requires $s\ll0.03$, or $\sigma\ll2$ meV. A spread too small to notice in the half-life can still control the last open bonds.

## Why the curve bends

Let $r=e^{-sz}$ be the rate of a bond relative to $k_m$, so that $F=\langle e^{-\tau r}\rangle$. Differentiation gives

$$-\frac{d\ln F}{d\tau}=\frac{\langle re^{-\tau r}\rangle}{\langle e^{-\tau r}\rangle}=\overline r ,$$

the mean relative rate of the bonds still open. A second differentiation gives

$$\frac{d^2\ln F}{d\tau^2}=\frac{\langle r^2e^{-\tau r}\rangle}{F}-\overline r^{\,2}=\overline{r^2}-\overline r^{\,2}>0\quad(s>0).$$

This is the variance of the rate among the survivors. The plot of $\ln F$ against time is convex because fast bonds leave first. It is straight when $s=0$.

At the start, completing the square, $-z^2/2-sz=-(z+s)^2/2+s^2/2$, gives

$$\overline r(0)=\langle e^{-sz}\rangle=e^{s^2/2}.$$

For $\sigma=0.06$ eV, $s=1.03$, and $\overline r$ falls from 1.71 to 0.074 during the anneal. For 0.12 eV, $s=2.07$, and it falls from 8.5 to 0.027. A rate constant fitted to the first seconds therefore describes neither the median bond nor the last one.

The half-lives hide this. They are 36, 33 and 31 s for $\sigma=0$, 0.06 and 0.12 eV, whereas the times to 99% passivation are 241, 846 and 6761 s.

## The curve on a logarithmic time axis

Let $X$ be a random variable with density $e^{-X}$ for $X>0$. Then $P(X>a)=e^{-a}$, and each class factor is a probability:

$$\exp(-\tau e^{-sz})=P(X>\tau e^{-sz})=P(\ln X+sz>\ln\tau).$$

Averaging over $z$ shows that the logarithm of a bond's passivation dose is the sum of two independent parts: $\ln X$, from the chance of reaction, and $sz$, from disorder.

The moments of $X$ are $\langle X^q\rangle=\Gamma(1+q)$, so $\ln\Gamma(1+q)$ generates the cumulants of $\ln X$. Its first two derivatives at $q=0$ are $-\gamma$ and $\pi^2/6$, where $\gamma=0.577$ is Euler's constant. Hence

$$\langle\ln\tau\rangle=-\gamma,\qquad \mathrm{Var}(\ln\tau)=s^2+\frac{\pi^2}{6}.$$

Spread does not move the mean logarithmic time; it widens the curve. The standard deviation is 0.56 decade at $s=0$, 0.72 decade for 0.06 eV and 1.06 decades for 0.12 eV. Within this model, a complete measured curve yields $\sigma$ after $\pi^2/6$ is subtracted from the variance.

## A closed form for the tail

Set $y=sz$ and $a=s^2\tau$. Then

$$F=\frac{1}{\sqrt{2\pi}\,s}\int dy\,e^{-\Phi(y)/s^2},\qquad \Phi=\frac{y^2}{2}+ae^{-y}.$$

For small $s$ at fixed $a$ the integrand is sharply peaked at the minimum of $\Phi$:

$$\Phi'=y-ae^{-y}=0\ \Rightarrow\ ye^y=a\ \Rightarrow\ y=W(a),$$

where $W$ is the Lambert function. At this point $ae^{-y}=W$, so $\Phi=W^2/2+W$ and $\Phi''=1+W$. The Gaussian integral about the minimum equals $\sqrt{2\pi s^2/(1+W)}$, and

$$F\approx\frac{1}{\sqrt{1+W}}\exp\!\left[-\frac{W^2+2W}{2s^2}\right],\qquad W=W(s^2\tau).$$

The next order follows from $\Phi'''=-W$ and $\Phi''''=W$. With $y=W+sv/\sqrt{1+W}$, the exponent is

$$-\frac{\Phi(W)}{s^2}-\frac{v^2}{2}+\frac{sWv^3}{6(1+W)^{3/2}}-\frac{s^2Wv^4}{24(1+W)^2}+\dots$$

Using $\langle v^4\rangle=3$ and $\langle v^6\rangle=15$, the quartic term and half the square of the cubic term give the relative correction

$$s^2\left[-\frac{W}{8(1+W)^2}+\frac{5W^2}{24(1+W)^3}\right].$$

Limit test. For small $a$, $W=a-a^2+\dots$, so

$$\frac{W^2+2W}{2s^2}=\tau-\frac{s^2\tau^2}{2}+\dots,\qquad \frac1{\sqrt{1+W}}=1-\frac{s^2\tau}{2}+\dots$$

The product is $e^{-\tau}[1+s^2(\tau^2-\tau)/2]$, in agreement with the direct expansion. The correction in brackets above enters only at order $s^4$ in this limit.

Numerical test. For $\sigma=0.06$ eV at 1800 s, $s^2\tau=36.9$ and $W=2.638$. The exponent is $-(6.957+5.275)/2.1407=-5.714$, the prefactor is $1/\sqrt{3.638}$, and $F\approx1.73\times10^{-3}$. The integral gives $1.74\times10^{-3}$. On a grid of doses from 0.001 to 1000, the largest error relative to the integral is 1.4% for this spread and 4.6% for 0.12 eV.

## Which bonds remain?

A simpler picture has a sharp front at the energy whose dose is one:

$$E^*=k_BT\ln(k_0ct)=1.705\ \mathrm{eV}$$

at 1800 s. Bonds below it are counted as closed, bonds above it as open. This gives $F=3.1\times10^{-4}$ for 0.06 eV, too small by a factor of 5.6, and 0.044 for 0.12 eV, against the correct 0.041.

The saddle explains the difference. It places the most common survivors at $E_m+Wk_BT$. For the narrow spread this is 1.653 eV, below the front: most survivors are bonds that have not yet reacted by chance, and a sharp front discards them. For the wide spread $W=3.69$, and the energy is 1.714 eV, just above the front.

In the logarithmic description, the front replaces $\ln X$ by zero. That omits its width, which lowers the tail, and its negative mean, which raises it. The two errors nearly cancel for the wide spread.

## Where the assumptions fail

**Freed hydrogen.** Each reaction releases an H atom. Suppose that a share $\eta$ of these atoms closes other open bonds, chosen at random. Let $p$ be the open probability in a class, $P=\langle p\rangle$ and $R=\langle rp\rangle$. Then

$$\frac{dp}{d\tau}=-rp-\eta R\frac pP .$$

Try $p=e^{-r\tau}\phi(\tau)$. The factor $\phi$ cancels in $R/P$, which equals $-d\ln F/d\tau$. So $\phi'/\phi=\eta\,d\ln F/d\tau$, $\phi=F^\eta$ and $P=F^{1+\eta}$. With $\eta=1$, the residues drop to $3.0\times10^{-6}$ and $1.7\times10^{-3}$ for 0.06 and 0.12 eV.

The opposite can also happen. Let each freed atom strike any bond at random, closing it if open and stripping its hydrogen if passivated:

$$\frac{dp}{d\tau}=-rp-Rp+R(1-p).$$

The average obeys $P'=-R-RP+R(1-P)=-2RP$. At zero spread $R=P$, so $P'=-2P^2$ and $P=1/(1+2\tau)$: even a single energy then gives non-exponential decay. Numerical integration for the two spreads gives 0.022 and 0.047. At $\sigma=0$ the decay thus stays first order if the freed hydrogen escapes or only closes open bonds, but not if it also strips passivated ones. A curved plot alone does not prove a spread of energies.

**Dissociation.** If passivated bonds reopen at rate $k_d$, a class with passivation rate $k=k_mr$ obeys $\dot p=-kp+k_d(1-p)$, whose solution with $p(0)=1$ is

$$p=\frac{k_d+k\,e^{-(k+k_d)t}}{k+k_d}.$$

A prefactor of $10^{13}$ s$^{-1}$ and an energy of 2.8 eV give $k_d=1.1\times10^{-8}$ s$^{-1}$ at 673 K. If all bonds share this dissociation energy, the narrow-spread residue rises by 0.05% of itself; an independent Gaussian spread of 0.09 eV in that energy makes it about 0.2%. Both are negligible. For a single energy, however, reopening sets a floor of about $k_d/k_m=5.6\times10^{-7}$, far above the $1\times10^{-15}$ found without it.

**Hydrogen supply.** Beneath an impermeable gate of half length $L$, let H$_2$ diffuse sideways through an oxide of thickness $d$. At the initial, fastest consumption rate, steady balance gives

$$c''=\frac{c}{\lambda^2},\qquad \lambda^2=\frac{Dd\,c_0}{N_0k_me^{s^2/2}},$$

where $c_0$ is the edge density. Symmetry at the centre gives $c(0)/c_0=1/\cosh(L/\lambda)$. For $N_0=10^{12}$ cm$^{-2}$, $d=1$ nm and $D=2.6\times10^{-7}$ cm$^2$/s, $\lambda$ is 1.6 µm for the narrow spread and 0.72 µm for the wide one. A gate with $L=50$ nm loses at most 0.24% of its H$_2$ density at the centre. Gates several micrometres long would break the constant-$c$ assumption early in the anneal. The density recovers as the bonds close: at $L=2.5$ µm the final residue at the centre rises by only about 6% and 2% of itself for the two spreads, and at $L=5$ µm by about 25% and 8%.

**Tunnelling and heating.** For a parabolic barrier of angular frequency $\omega$, let $u=\hbar\omega/k_BT$ and let $\epsilon$ be the energy from the barrier top in units of $k_BT$. The transmission is $1/(1+e^{-2\pi\epsilon/u})$. Its thermal average multiplies the classical rate by

$$\int d\epsilon\,\frac{e^{-\epsilon}}{1+e^{-2\pi\epsilon/u}}=\int_0^\infty\frac{dw}{1+w^{2\pi/u}}=\frac{u/2}{\sin(u/2)},\quad u<2\pi,$$

with $w=e^{-\epsilon}$. An assumed barrier frequency of 1000 cm$^{-1}$ gives a factor of 1.22, which lowers the residues to 0.0010 and 0.034. Values of $k_0$ and $E_m$ fitted together to rates measured near this temperature would already contain this factor. Heating from 300 K at 1 K/s, with $c$ held fixed, lowers them by about 3% and 1% of their values.

## The numbers beside a real gate stack

The case resembles a forming-gas anneal of silicon with a thin SiO$_2$ layer under a high-k film. The mean energy, $k_0$, bond density and spreads are assumed values of a plausible size for oxidised silicon, not a fitted set for one interface. They depend on crystal face and oxide growth, and the (100) face used for gate stacks may have a spread nearer to or above 0.12 eV and a different $k_0$. A shift of $E_m$ by $\pm0.04$ eV alone moves the narrow-spread residue between $2.5\times10^{-4}$ and $8.7\times10^{-3}$. The model leaves $1.7\times10^9$ or $4.1\times10^{10}$ open bonds per cm$^2$. If each held one charge, the threshold shift at 1.5 nm equivalent oxide thickness would be 0.12 or 2.8 mV, against 70 mV before the anneal. The dissolved H$_2$ density is uncertain, and halving it raises the residues to 0.0088 and 0.075. The fate of the freed hydrogen is uncertain too: between the two cases treated above, the residue runs from $3\times10^{-6}$ to 0.022 for the narrow spread and from 0.0017 to 0.047 for the wide one. The quoted residues are therefore results for escaping hydrogen and the chosen parameters, not forecasts for a particular device. The full set of values is in the numerical output.

## Table of computed values

```
T = 673 K, kT = 0.05799 eV, anneal = 1800 s
H2 pressure = 76 Torr, gas density = 1.090e+18 cm^-3
dissolved/gas ratio = 0.03, dissolved H2 = 3.271e+16 cm^-3
Em = 1.5 eV, k0 = 1e-07 cm3/s, N0 = 1e+12 cm^-2
km = 1.9140e-02 1/s, 1/km = 52.25 s, final dose = 34.453
uniform bound coefficient B = 0.1545
front energy E* at end = 1.7053 eV
open fraction F at sigma = 0, 0.06, 0.12 eV:
  t =   10 s: 8.258e-01  7.659e-01  6.801e-01
  t =   30 s: 5.631e-01  5.253e-01  5.060e-01
  t =   60 s: 3.171e-01  3.479e-01  3.914e-01
  t =  120 s: 1.006e-01  1.921e-01  2.845e-01
  t =  300 s: 3.208e-03  6.222e-02  1.679e-01
  t =  600 s: 1.029e-05  1.965e-02  1.034e-01
  t = 1800 s: 1.090e-15  1.738e-03  4.073e-02
sigma = 0.00 eV: s = 0.0000, t50 = 36.21 s, t99 = 240.6 s
  residual = 1.090e-03 cm^-2, max shift = 7.586e-14 mV
sigma = 0.06 eV: s = 1.0346, t50 = 33.14 s, t99 = 845.5 s
  residual = 1.738e+09 cm^-2, max shift = 1.210e-01 mV
sigma = 0.12 eV: s = 2.0692, t50 = 31.09 s, t99 = 6761.3 s
  residual = 4.073e+10 cm^-2, max shift = 2.835e+00 mV
shift before anneal = 69.60 mV (EOT 1.5 nm)
dissociation: kd0 = 1e+13 1/s, Ed = 2.8 eV, kd = 1.077e-08 1/s
H2 diffusion: D0 = 6e-04 cm2/s, ED = 0.45 eV, D = 2.560e-07 cm2/s
oxide layer = 1 nm, half gate = 50 nm
barrier 1000 cm^-1: u = 2.138, rate factor = 1.219
heating ramp = 1 K/s from 300 K
--- sigma = 0.06 eV, final F = 1.7381e-03
  mean rate/km: start 1.708, end 0.0744
  saddle F = 1.7294e-03, worst error (dose 0.001-1000) = 1.35 %
  sharp-front F = 3.116e-04, log-time width = 0.716 decades
  freed H closes open bonds: F = 3.021e-06
  freed H strikes any bond: F = 2.233e-02
  with dissociation: F = 1.7390e-03
  with tunnelling: F = 1.032e-03
  with heating ramp: F = 1.6842e-03
  half the dissolved H2: F = 8.773e-03
  H2 drop at gate centre = 0.049 %, decay length = 1601 nm
  Gaussian weight at E < 0 = 3.1e-138
--- sigma = 0.12 eV, final F = 4.0731e-02
  mean rate/km: start 8.505, end 0.0274
  saddle F = 3.9833e-02, worst error (dose 0.001-1000) = 4.55 %
  sharp-front F = 4.357e-02, log-time width = 1.057 decades
  freed H closes open bonds: F = 1.659e-03
  freed H strikes any bond: F = 4.725e-02
  with dissociation: F = 4.0732e-02
  with tunnelling: F = 3.367e-02
  with heating ramp: F = 4.0273e-02
  half the dissolved H2: F = 7.509e-02
  H2 drop at gate centre = 0.242 %, decay length = 717 nm
  Gaussian weight at E < 0 = 3.7e-36
```
